# Why dimensional regularization keeps the vacuum polarization transverse: a program that tests the result

```python
"""
Result under test: in dimensional regularization the one-loop QED vacuum
polarization is transverse,
    Pi^{mu nu} = (q^2 g^{mu nu} - q^mu q^nu) Pi(q^2),
because the quadratically divergent term, averaged with l^mu l^nu -> g l^2/d,
equals -Delta times the logarithmic integral and combines with the mass term.
Symbols: d dimension, m fermion mass, q photon momentum, Q^2 = -q^2 > 0,
x Feynman parameter, Delta = m^2 + x(1-x)Q^2, l Euclidean loop momentum,
alpha fine-structure constant, e^2 = 4 pi alpha, metric (+,-,-,-), tr 1 = 4.
Loop integrals carry the measure d^d l/(2 pi)^d. Unless MeV is stated, m = 1.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma, roots_jacobi

pi = np.pi
STEP = 0.05


def measure(d):
    """Solid angle in d dimensions divided by (2 pi)^d."""
    return 2 / ((4 * pi) ** (d / 2) * gamma(d / 2))


def log_integral(d, delta):
    """Integral of 1/(l^2+delta)^2 by quadrature in u = ln l, for d < 4."""
    u = np.arange(-40, 40 / (4 - d), STEP)
    r = np.exp(-2 * u)
    return measure(d) * STEP * np.sum(np.exp((d - 4) * u) / (1 + delta * r) ** 2)


def quadratic_integral(d, delta):
    """Integral of l^2/(l^2+delta)^2: direct for d < 2; for 2 < d < 4 its
    analytic continuation, with the leading power 1/l^2 subtracted."""
    if d < 2:
        u = np.arange(-40, 40 / (2 - d), STEP)
        r = np.exp(-2 * u)
        f = np.exp((d - 2) * u) / (1 + delta * r) ** 2
    else:
        u = np.arange(-60, 40 / (4 - d), STEP)
        r = np.exp(-2 * u)
        f = -np.exp((d - 4) * u) * (2 * delta + delta**2 * r) / (1 + delta * r) ** 2
    return measure(d) * STEP * np.sum(f)


def unshifted_loop(d, Q):
    """Longitudinal component and trace of the Euclidean loop tensor
    [k_i p_j + k_j p_i - delta_ij (k.p+1)]/[(k^2+1)(p^2+1)], p = k+Q,
    integrated over radius and angle without Feynman parameters."""
    c, w = roots_jacobi(80, (d - 3) / 2, (d - 3) / 2)
    w = w / w.sum()
    u = np.arange(-60, 80 if d < 2 else 17, STEP)
    k = np.exp(u)[:, None]
    kp = k**2 + k * Q * c
    den = (k**2 + 1) * (k**2 + 2 * k * Q * c + Q**2 + 1)
    longitudinal = (2 * k * c * (k * c + Q) - kp - 1) / den
    trace = ((2 - d) * kp - d) / den
    if d > 2:  # analytic continuation: remove the leading power
        longitudinal = longitudinal - (2 * c**2 - 1) / k**2
        trace = trace - (2 - d) / k**2
    radial = measure(d) * STEP * np.exp(d * u)
    return np.sum(radial * (longitudinal @ w)), np.sum(radial * (trace @ w))


# --- Dirac trace, contraction with q, and shifted numerator ---
s = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
gam = [np.kron(np.diag([1, -1]), np.eye(2))]
gam += [np.kron(np.array([[0, 1], [-1, 0]]), a) for a in s]
g = np.diag([1.0, -1, -1, -1])


def slash(v):
    return sum((g @ v)[i] * gam[i] for i in range(4))


def numerator(k, p, m):
    return np.outer(k, p) + np.outer(p, k) - g * (k @ g @ p - m**2)


rng = np.random.default_rng(4)
k, q, l = rng.normal(size=(3, 4))
m, x = 0.7, 0.3
p = k + q
one = np.eye(4)
tr = np.array([[np.trace(gam[a] @ (slash(k) + m * one) @ gam[b]
                         @ (slash(p) + m * one)) for b in range(4)] for a in range(4)])
assert np.allclose(tr, 4 * numerator(k, p, m), atol=1e-11)
dk, dp = k @ g @ k - m**2, p @ g @ p - m**2
assert np.allclose((g @ q) @ numerator(k, p, m) / (dk * dp), k / dk - p / dp,
                   rtol=1e-8, atol=1e-9)
even = 0.5 * sum(numerator(t * l - x * q, t * l + (1 - x) * q, m) for t in (1, -1))
target = (2 * np.outer(l, l) - g * (l @ g @ l) - 2 * x * (1 - x) * np.outer(q, q)
          + g * (m**2 + x * (1 - x) * (q @ g @ q)))
assert np.allclose(even, target, atol=1e-12)

# --- angular average 1/d from the d-dimensional measure ---
print("Average of cos^2(theta) over directions (dimensionless):")
for d in (1.5, 3.0, 3.9):
    c, w = roots_jacobi(20, (d - 3) / 2, (d - 3) / 2)
    average = np.sum(w * c**2) / np.sum(w)
    assert abs(average - 1 / d) < 1e-10
    print(f"  d = {d}: {average:.6f}")

# --- the combination of the quadratic piece with the mass term ---
x, Q = 0.5, 1.0
xx = x * (1 - x)
delta = 1 + xx * Q**2
print(f"Pieces of the g^(mu nu) coefficient, x = {x}, q^2 = {-Q**2} m^2")
print(f"  Delta = {delta} m^2, m^2 + x(1-x)q^2 = {1 - xx * Q**2} m^2")
print("  (units m^(d-2), before the common factor -4e^2):")
for d in (1.5, 3.0, 3.9):
    quadratic = (1 - 2 / d) * quadratic_integral(d, delta)
    log_part = log_integral(d, delta)
    mass_piece = (1 - xx * Q**2) * log_part
    total = quadratic + mass_piece
    formula = (-(1 - d / 2) * gamma(1 - d / 2) * delta ** (d / 2 - 1)
               / (4 * pi) ** (d / 2))
    assert abs(quadratic - formula) < 1e-8 * abs(formula)
    log_formula = gamma(2 - d / 2) * delta ** (d / 2 - 2) / (4 * pi) ** (d / 2)
    assert abs(log_part - log_formula) < 1e-8 * log_formula
    assert abs(total + 2 * xx * Q**2 * log_part) < 1e-8 * abs(log_part)
    print(f"  d = {d}: quadratic {quadratic:.6f}, mass {mass_piece:.6f}, "
          f"sum {total:.6f}")
    print(f"    q^mu q^nu coefficient (units m^(d-4)): {-2 * xx * log_part:.6f}")

# --- full loop without shift or Feynman parameter ---
print("Unshifted Euclidean loop at Q = m (units m^(d-2)):")
for d in (1.5, 2.5, 3.0):
    longitudinal, trace = unshifted_loop(d, Q)
    xint = quad(lambda y: y * (1 - y) * (1 + y * (1 - y) * Q**2) ** (d / 2 - 2), 0, 1)[0]
    expected = (d - 1) * Q**2 * 2 * gamma(2 - d / 2) * xint / (4 * pi) ** (d / 2)
    assert abs(longitudinal) < 1e-6 * expected
    assert abs(trace - expected) < 1e-6 * expected
    print(f"  d = {d}: |longitudinal| below 1e-6 of trace: "
          f"{abs(longitudinal) < 1e-6 * abs(trace)}")
    print(f"    trace {trace:.7f}, from formula {expected:.7f}")

# --- surface term in a ball of radius R ---
print("Surface term in a ball, Delta = m^2 (units m^(d-2)):")
for d in (1.5, 2.0, 4.0):
    values = []
    for R in (10.0, 100.0):
        ball = measure(d) * quad(lambda y: y ** (d - 1) * ((1 - 2 / d) * y**2 + 1)
                                 / (y**2 + 1) ** 2, 0, R, points=[1, 5], limit=400)[0]
        assert abs(ball - measure(d) * R**d / (d * (R**2 + 1))) < 1e-6 * abs(ball)
        values.append(ball)
    print(f"  d = {d}: R = 10 m: {values[0]:.6f}, R = 100 m: {values[1]:.6f}")
print(f"  1/(4 pi) = {1 / (4 * pi):.6f}")

# --- error from using 1/4 in place of 1/d before continuation to d = 4 ---
leftovers = []
print("Leftover from 1/4 in place of 1/d, Delta = m^2 (units m^(d-2)):")
for eps in (0.01, 0.005):
    d = 4 - eps
    left = (2 / d - 0.5) * quadratic_integral(d, 1.0)
    leftovers.append(left)
    print(f"  d = {d}: {left:.7f}")
limit = 2 * leftovers[1] - leftovers[0]
assert abs(limit + 1 / (32 * pi**2)) < 1e-3 / (32 * pi**2)
print(f"  extrapolated to d = 4: {limit:.7f}; -1/(32 pi^2) = {-1 / (32 * pi**2):.7f}")

# --- electron: spurious photon mass terms and the finite physical part ---
alpha = constants.fine_structure
me = constants.physical_constants["electron mass energy equivalent in MeV"][0]
cutoff = 1000.0
R = cutoff / me
ball = measure(4) * quad(lambda y: y**3 * (y**2 / 2 + 1) / (y**2 + 1) ** 2,
                         0, R, points=[1, 10], limit=400)[0]
M2_cut = -4 * (4 * pi * alpha) * ball * me**2
assert abs(M2_cut / (-alpha / (2 * pi) * cutoff**4 / (cutoff**2 + me**2)) - 1) < 1e-7
M2_wrong = alpha * me**2 / (2 * pi)
assert abs(-4 * (4 * pi * alpha) * limit * me**2 / M2_wrong - 1) < 1e-3
print(f"alpha = {alpha:.9f} (dimensionless), 1/alpha = {1 / alpha:.4f}")
print(f"Electron mass = {me:.6f} MeV, cutoff Lambda = {cutoff:.0f} MeV")
print(f"Cutoff: spurious M^2 = {M2_cut:.2f} MeV^2")
print(f"1/4 for 1/d: spurious M^2 = {M2_wrong:.4e} MeV^2")
print(f"  corresponding M = {np.sqrt(M2_wrong):.5f} MeV = {1e3 * np.sqrt(M2_wrong):.2f} keV")

Q2 = (1000.0 / me) ** 2
cuts = [1e-6, 1e-4, 1e-2]
half = quad(lambda y: y * (1 - y) * np.log1p(y * (1 - y) * Q2), 0, 0.5,
            points=cuts, limit=400)[0]
finite = 2 * alpha / pi * 2 * half


def spectral(w):
    t = np.exp(-w)  # t = 4 m^2/s
    return Q2 / (4 / t + Q2) * np.sqrt(1 - t) * (1 + t / 2)


dispersion = alpha / (3 * pi) * quad(spectral, 0, 60, points=[1, 10, 14, 20], limit=400)[0]
assert abs(finite / dispersion - 1) < 1e-6
eps = 1e-5
change = 2 * quad(lambda y: y * (1 - y) * np.expm1(-eps / 2 * np.log1p(y * (1 - y) * Q2)),
                  0, 0.5, points=cuts, limit=400, epsabs=1e-14)[0]
near_four = (-8 * 4 * pi * alpha * (4 * pi) ** (-(4 - eps) / 2) * gamma(eps / 2) * change)
assert abs(near_four / finite - 1) < 1e-3
print("Electron loop at q^2 = -(1000 MeV)^2 (dimensionless):")
print(f"  Pi(q^2) - Pi(0) = {finite:.6f}; dispersion integral {dispersion:.6f}")
print(f"  same difference at d = 4 - {eps:.0e}: {near_four:.6f}")

print("finished without a failed check")
```

It prints:

```
Average of cos^2(theta) over directions (dimensionless):
  d = 1.5: 0.666667
  d = 3.0: 0.333333
  d = 3.9: 0.256410
Pieces of the g^(mu nu) coefficient, x = 0.5, q^2 = -1.0 m^2
  Delta = 1.25 m^2, m^2 + x(1-x)q^2 = 0.75 m^2
  (units m^(d-2), before the common factor -4e^2):
  d = 1.5: quadratic -0.128436, mass 0.077061, sum -0.051374
    q^mu q^nu coefficient (units m^(d-4)): -0.051374
  d = 3.0: quadratic -0.044485, mass 0.026691, sum -0.017794
    q^mu q^nu coefficient (units m^(d-4)): -0.017794
  d = 3.9: quadratic -0.172971, mass 0.103783, sum -0.069188
    q^mu q^nu coefficient (units m^(d-4)): -0.069188
Unshifted Euclidean loop at Q = m (units m^(d-2)):
  d = 1.5: |longitudinal| below 1e-6 of trace: True
    trace 0.0180751, from formula 0.0180751
  d = 2.5: |longitudinal| below 1e-6 of trace: True
    trace 0.0226180, from formula 0.0226180
  d = 3.0: |longitudinal| below 1e-6 of trace: True
    trace 0.0242336, from formula 0.0242336
Surface term in a ball, Delta = m^2 (units m^(d-2)):
  d = 1.5: R = 10 m: 0.051042, R = 100 m: 0.016301
  d = 2.0: R = 10 m: 0.078790, R = 100 m: 0.079570
  d = 4.0: R = 10 m: 0.313494, R = 100 m: 31.659704
  1/(4 pi) = 0.079577
Leftover from 1/4 in place of 1/d, Delta = m^2 (units m^(d-2)):
  d = 3.99: -0.0032135
  d = 3.995: -0.0031898
  extrapolated to d = 4: -0.0031661; -1/(32 pi^2) = -0.0031663
alpha = 0.007297353 (dimensionless), 1/alpha = 137.0360
Electron mass = 0.510999 MeV, cutoff Lambda = 1000 MeV
Cutoff: spurious M^2 = -1161.41 MeV^2
1/4 for 1/d: spurious M^2 = 3.0327e-04 MeV^2
  corresponding M = 0.01741 MeV = 17.41 keV
Electron loop at q^2 = -(1000 MeV)^2 (dimensionless):
  Pi(q^2) - Pi(0) = 0.010446; dispersion integral 0.010446
  same difference at d = 4 - 1e-05: 0.010446
finished without a failed check
```
